**Random-overlap filling of a surface layer**

Nuclei of density \(N\), all present at time zero and placed at random, grow as discs of radial speed \(v\) and cover the fraction \(1-\exp(-\pi N v^2t^2)\). For \(N=0.01\ \mathrm{nm^{-2}}\) and \(v=1\) nm/s, the formula gives half coverage at 4.70 s, and a simulation based on nearest-nucleus distances gives 4.71 s. The program asserts that formula and simulation agree for the coverage at six times, the mean number of overlapping discs and the peak filling rate. It also tests the earliest possible half coverage on a square lattice, the result for square islands, and the effect of later nucleation at rate \(J\). For a fixed flux \(F\), it tests the edge speed when all atoms fill the first layer and the half-coverage time when none descends from an island. With \(F=0.1\) monolayer per second, half coverage comes at 5.00 s with full descent and at 6.93 s with none. A model with nuclei at least 5 nm apart gives 4.16 s, which the program asserts to lie between the lattice and random values.

## Program and output

```python
# Result under test: random nuclei of density N, all present at time zero, grow
# as discs of radius v*t and cover the fraction 1 - exp(-pi*N*v^2*t^2).
# Half coverage is reached at sqrt(ln 2/(pi*N))/v.
# N: nuclei per nm^2; v: radial speed in nm/s; F: deposition flux in
# monolayers (ML) per second; J: rate of later nucleation per nm^2 per second.
# Simulated coverage = fraction of random points closer than v*t to a nucleus.
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree

rng = np.random.default_rng(2718)
N, v = 0.01, 1.0
F, J = 0.1, 0.001
lattice_constant = 0.36      # nm, rough value for copper
min_spacing = 5.0            # nm, model depletion distance


def coverage(t):
    return 1 - np.exp(-np.pi * N * v**2 * t**2)


t_half = np.sqrt(np.log(2) / (np.pi * N)) / v
r_half = v * t_half
t_99 = np.sqrt(np.log(100) / (np.pi * N)) / v

# Direct simulation in periodic boxes
box, boxes, points = 1000.0, 20, 50000
disc_dist, square_dist, overlap_count = [], [], []
for _ in range(boxes):
    number = rng.poisson(N * box**2)
    tree = cKDTree(rng.random((number, 2)) * box, boxsize=box)
    probe = rng.random((points, 2)) * box
    disc_dist.append(tree.query(probe)[0])
    square_dist.append(tree.query(probe, p=np.inf)[0])
    overlap_count.append(
        tree.query_ball_point(probe, r_half, return_length=True))
disc_dist = np.concatenate(disc_dist)
square_dist = np.concatenate(square_dist)
mean_overlap = np.concatenate(overlap_count).mean()


def simulated_coverage(t):
    return np.mean(disc_dist < v * t)


# Sampling error of the coverage is about 0.001
times = [2.0, 4.0, 4.7, 6.0, 8.0, 10.0]
for t in times:
    assert abs(simulated_coverage(t) - coverage(t)) < 0.005
t_half_sim = np.median(disc_dist) / v
assert abs(t_half_sim - t_half) < 0.04
extended_half = np.pi * N * r_half**2
assert abs(mean_overlap - extended_half) < 0.01

# Finite number of nuclei: exact binomial law approaches the infinite surface
def finite_half_time(n):
    area = n / N
    return brentq(lambda t: (1 - np.pi * (v * t)**2 / area)**n - 0.5, 0.1, 5.5)


t_finite = finite_half_time(100)
assert abs(finite_half_time(10000) - t_half) < abs(t_finite - t_half) / 50

# Peak filling rate
t_peak = 1 / (v * np.sqrt(2 * np.pi * N))
rate_peak = 2 * np.pi * N * v**2 * t_peak * np.exp(-np.pi * N * (v * t_peak)**2)
step = 1e-3
search = minimize_scalar(
    lambda t: -(coverage(t + step) - coverage(t - step)) / (2 * step),
    bounds=(0.5, 12), method="bounded")
assert abs(search.x - t_peak) < 0.01
window = 0.25
rate_sim = (simulated_coverage(t_peak + window)
            - simulated_coverage(t_peak - window)) / (2 * window)
assert abs(rate_sim / rate_peak - 1) < 0.03

# Earliest possible half coverage, attained by a square lattice of nuclei
t_bound = np.sqrt(1 / (2 * np.pi * N)) / v
cell = 1 / np.sqrt(N)
axis = ((np.arange(1000) + 0.5) / 1000 - 0.5) * cell
grid_dist = np.hypot(axis[:, None], axis[None, :])
assert abs(np.median(grid_dist) / v - t_bound) < 0.01
assert v * t_bound < cell / 2

# Nuclei kept apart by a minimum spacing, at the same density
small_box, spaced_dist = 300.0, []
for _ in range(10):
    target = int(round(N * small_box**2))
    sites = np.empty((target, 2))
    placed = 0
    while placed < target:
        trial = rng.random(2) * small_box
        gap = np.abs(sites[:placed] - trial)
        gap = np.minimum(gap, small_box - gap)
        if placed == 0 or np.min((gap**2).sum(axis=1)) > min_spacing**2:
            sites[placed] = trial
            placed += 1
    tree = cKDTree(sites, boxsize=small_box)
    spaced_dist.append(tree.query(rng.random((20000, 2)) * small_box)[0])
t_spaced = np.median(np.concatenate(spaced_dist)) / v
assert t_bound < t_spaced < t_half

# Parallel square islands whose facets advance at speed v
t_square = np.sqrt(np.log(2) / (4 * N)) / v
assert abs(np.median(square_dist) / v - t_square) < 0.04

# Later nucleation at constant rate J
t_later = brentq(lambda t: np.pi * v**2 * (N * t**2 + J * t**3 / 3)
                 - np.log(2), 0.1, 10)
trials, reach = 200000, v * t_later
initial = rng.poisson(N * np.pi * reach**2, trials)
late = rng.poisson(J * np.pi * reach**2 * t_later, trials)
owner = np.repeat(np.arange(trials), late)
distance = reach * np.sqrt(rng.random(owner.size))
birth = t_later * rng.random(owner.size)
arrived = distance < v * (t_later - birth)
late_hits = np.bincount(owner, weights=arrived, minlength=trials)
later_coverage = np.mean((initial > 0) | (late_hits > 0))
assert abs(later_coverage - 0.5) < 0.006

# Fixed flux: all atoms fill the first layer, or none leaves an island top
t_descent = 0.5 / F
t_no_descent = np.log(2) / F
columns = 400000
hits = rng.integers(0, columns, int(round(F * t_no_descent * columns)))
assert abs(np.unique(hits).size / columns - 0.5) < 0.005


def edge_speed(theta):
    radius = np.sqrt(-np.log(1 - theta) / (np.pi * N))
    return F / (2 * np.pi * N * radius * (1 - theta))


for theta in (0.1, 0.5):
    low, high = np.quantile(disc_dist, [theta - 0.02, theta + 0.02])
    assert abs((high - low) * F / 0.04 / edge_speed(theta) - 1) < 0.05

# Size of a two-atom nucleus on the (001) face: two atoms per cell area
site_density = 2 / lattice_constant**2
r_start = np.sqrt(2 / (np.pi * site_density))
t_start = (r_half - r_start) / v

print(f"nucleus density N = {N:.3f} nm^-2 = {N * 1e14:.1e} cm^-2")
print(f"radial edge speed v = {v:.2f} nm/s")
print(f"mean spacing 1/sqrt(N) = {cell:.2f} nm")
print(f"rate constant pi N v^2 = {np.pi * N * v**2:.5f} s^-2")
print(f"half-coverage time, formula = {t_half:.3f} s")
print(f"half-coverage time, simulation = {t_half_sim:.3f} s")
print(f"disc radius at half coverage = {r_half:.3f} nm")
print(f"extended coverage at half coverage = {extended_half:.4f}")
print(f"simulated mean number of discs over a point = {mean_overlap:.4f}")
print(f"extended minus true coverage there = {extended_half - 0.5:.4f}")
for t in times:
    print(f"coverage at {t:.1f} s: formula {coverage(t):.4f}, "
          f"simulation {simulated_coverage(t):.4f}")
print(f"time to 99 percent coverage = {t_99:.2f} s")
print(f"half time, 100 nuclei in periodic area = {t_finite:.3f} s")
print(f"half time if v is the diameter speed = {2 * t_half:.2f} s")
print(f"time of peak filling rate = {t_peak:.3f} s")
print(f"peak filling rate, formula = {rate_peak:.4f} ML/s")
print(f"peak filling rate, simulation = {rate_sim:.4f} ML/s")
print(f"earliest half time, any disc arrangement = {t_bound:.3f} s")
print(f"minimum nucleus spacing in model = {min_spacing:.1f} nm")
print(f"half time with that spacing, simulation = {t_spaced:.2f} s")
print(f"half time, parallel square islands = {t_square:.3f} s")
print(f"later nucleation rate J = {J:.4f} nm^-2 s^-1")
print(f"half time with later nucleation = {t_later:.3f} s")
print(f"simulated coverage at that time = {later_coverage:.4f}")
print(f"rough deposition flux F = {F:.2f} ML/s")
print(f"half time at fixed flux, full descent = {t_descent:.2f} s")
print(f"half time at fixed flux, no descent = {t_no_descent:.2f} s")
for theta in (0.1, 0.5):
    print(f"edge speed at fixed flux, full descent, coverage {theta:.1f}"
          f" = {edge_speed(theta):.3f} nm/s")
print(f"rough copper lattice constant = {lattice_constant:.2f} nm")
print(f"Cu(001) site density = {site_density:.1f} nm^-2")
print(f"nuclei per surface site = {N / site_density:.2e}")
print(f"atoms per nucleus at half coverage = {0.5 * site_density / N:.0f}")
print(f"radius of a two-atom nucleus = {r_start:.3f} nm")
print(f"half time with that starting radius = {t_start:.2f} s")
print("no test failed")
```

It prints:

```
nucleus density N = 0.010 nm^-2 = 1.0e+12 cm^-2
radial edge speed v = 1.00 nm/s
mean spacing 1/sqrt(N) = 10.00 nm
rate constant pi N v^2 = 0.03142 s^-2
half-coverage time, formula = 4.697 s
half-coverage time, simulation = 4.708 s
disc radius at half coverage = 4.697 nm
extended coverage at half coverage = 0.6931
simulated mean number of discs over a point = 0.6907
extended minus true coverage there = 0.1931
coverage at 2.0 s: formula 0.1181, simulation 0.1177
coverage at 4.0 s: formula 0.3951, simulation 0.3942
coverage at 4.7 s: formula 0.5004, simulation 0.4989
coverage at 6.0 s: formula 0.6773, simulation 0.6764
coverage at 8.0 s: formula 0.8661, simulation 0.8661
coverage at 10.0 s: formula 0.9568, simulation 0.9571
time to 99 percent coverage = 12.11 s
half time, 100 nuclei in periodic area = 4.689 s
half time if v is the diameter speed = 9.39 s
time of peak filling rate = 3.989 s
peak filling rate, formula = 0.1520 ML/s
peak filling rate, simulation = 0.1513 ML/s
earliest half time, any disc arrangement = 3.989 s
minimum nucleus spacing in model = 5.0 nm
half time with that spacing, simulation = 4.16 s
half time, parallel square islands = 4.163 s
later nucleation rate J = 0.0010 nm^-2 s^-1
half time with later nucleation = 4.387 s
simulated coverage at that time = 0.5002
rough deposition flux F = 0.10 ML/s
half time at fixed flux, full descent = 5.00 s
half time at fixed flux, no descent = 6.93 s
edge speed at fixed flux, full descent, coverage 0.1 = 0.966 nm/s
edge speed at fixed flux, full descent, coverage 0.5 = 0.678 nm/s
rough copper lattice constant = 0.36 nm
Cu(001) site density = 15.4 nm^-2
nuclei per surface site = 6.48e-04
atoms per nucleus at half coverage = 772
radius of a two-atom nucleus = 0.203 nm
half time with that starting radius = 4.49 s
no test failed
```
